# Dimer Curvature, Rotational Force and Optimal Rotation from Endpoint Forces

## The decision: how far to turn the dimer

A dimer search for a saddle point must find a direction of low, preferably negative, curvature without building the Hessian. At each rotation the code has forces at two closely spaced geometries and must decide in which direction to turn the line joining them, and by what angle. These two forces fix the direction of the turn; the angle needs one more piece of information, taken below from a trial rotation. A wrong branch of an inverse tangent at this point sends the dimer to the stiffest direction in the rotation plane instead of the softest. The formulas below fix the direction, the angle and its branch.

## Conventions

Let $V(\mathbf R)$ be a smooth potential energy, with all Cartesian coordinates collected in $\mathbf R$ and the ordinary Euclidean scalar product. The force is $\mathbf F=-\nabla V$, and $H$ is the symmetric matrix of second derivatives at the midpoint $\mathbf R$, which stays fixed during rotation. The midpoint need not be a stationary point. With a unit vector $\mathbf N$ and half length $\Delta$, the endpoints are

$$\mathbf R_1=\mathbf R+\Delta\mathbf N,\qquad \mathbf R_2=\mathbf R-\Delta\mathbf N .$$

Their energies and forces are $E_1,E_2$ and $\mathbf F_1,\mathbf F_2$; the midpoint force is $\mathbf F_0$. The symbol $D_k[\mathbf a,\mathbf b,\dots]$ denotes the $k$-th derivative tensor of $V$ at $\mathbf R$ contracted with $k$ vectors. An empty slot, written as a dot, leaves a vector.

## Curvature from two forces

Expand the gradient at the endpoints, the upper sign belonging to endpoint 1:

$$\nabla V(\mathbf R\pm\Delta\mathbf N)=-\mathbf F_0\pm\Delta H\mathbf N+\tfrac{\Delta^2}{2}D_3[\mathbf N,\mathbf N,\cdot]\pm\tfrac{\Delta^3}{6}D_4[\mathbf N,\mathbf N,\mathbf N,\cdot]+\dots$$

Because force is minus gradient, $\mathbf F_2-\mathbf F_1=\nabla V(\mathbf R_1)-\nabla V(\mathbf R_2)$. The terms even in $\Delta$, including the midpoint force, cancel, and the odd ones double. Division by $2\Delta$ gives

$$\mathbf h\equiv\frac{\mathbf F_2-\mathbf F_1}{2\Delta}=H\mathbf N+\frac{\Delta^2}{6}D_4[\mathbf N,\mathbf N,\mathbf N,\cdot]+O(\Delta^4).$$

The vector $\mathbf h$ is the Hessian acting on the dimer direction. Its component along the dimer is the curvature:

$$C=\mathbf N\cdot\mathbf h=\frac{(\mathbf F_2-\mathbf F_1)\cdot\mathbf N}{2\Delta}=\mathbf N\cdot H\mathbf N+\frac{\Delta^2}{6}D_4[\mathbf N,\mathbf N,\mathbf N,\mathbf N]+O(\Delta^4).$$

The sign is easily checked: in a well, each endpoint feels, in addition to the midpoint force $\mathbf F_0$, a push back towards the midpoint, so $\mathbf F_1\cdot\mathbf N$ is lowered, $\mathbf F_2\cdot\mathbf N$ is raised, and $C>0$.

If only $\mathbf F_0$ and $\mathbf F_1$ are computed, the cubic term survives:

$$\frac{(\mathbf F_0-\mathbf F_1)\cdot\mathbf N}{\Delta}=\mathbf N\cdot H\mathbf N+\frac{\Delta}{2}D_3[\mathbf N,\mathbf N,\mathbf N]+O(\Delta^2).$$

The leading error term changes sign when $\mathbf N\to-\mathbf N$, although the true curvature does not.

## Rotational force

Choose a unit vector $\boldsymbol\Theta$ perpendicular to $\mathbf N$ and rotate in the plane they span:

$$\mathbf N(\varphi)=\mathbf N\cos\varphi+\boldsymbol\Theta\sin\varphi .$$

At $\varphi=0$, $d\mathbf N/d\varphi=\boldsymbol\Theta$, so the endpoints move by $d\mathbf R_1/d\varphi=\Delta\boldsymbol\Theta$ and $d\mathbf R_2/d\varphi=-\Delta\boldsymbol\Theta$. The chain rule with $\nabla V=-\mathbf F$ gives

$$\frac{d(E_1+E_2)}{d\varphi}=-\Delta\,\mathbf F_1\cdot\boldsymbol\Theta+\Delta\,\mathbf F_2\cdot\boldsymbol\Theta=-\Delta(\mathbf F_1-\mathbf F_2)\cdot\boldsymbol\Theta .$$

No expansion in $\Delta$ was made. Only the part of $\mathbf F_1-\mathbf F_2$ perpendicular to $\mathbf N$ can turn the dimer, which defines the rotational force

$$\mathbf F_{\rm rot}=(\mathbf F_1-\mathbf F_2)-[(\mathbf F_1-\mathbf F_2)\cdot\mathbf N]\mathbf N=-2\Delta\,\mathbf h_\perp,\qquad \mathbf h_\perp=\mathbf h-C\mathbf N .$$

Since $|\mathbf F_{\rm rot}|$ is proportional to $\Delta$ at leading order, a convergence threshold on it changes meaning when the dimer length changes. A threshold on $|\mathbf h_\perp|=|\mathbf F_{\rm rot}|/(2\Delta)$ does not have this defect.

To connect the torque with the slope of the curvature, differentiate the expansion of $C$. Each of the two factors $\mathbf N$ in the quadratic term, and each of the four in the quartic term, contributes equally by symmetry:

$$C'(0)=2\boldsymbol\Theta\cdot H\mathbf N+\frac{2\Delta^2}{3}D_4[\mathbf N,\mathbf N,\mathbf N,\boldsymbol\Theta]+O(\Delta^4).$$

The expansion of $\mathbf h$ gives $2\boldsymbol\Theta\cdot\mathbf h=2\boldsymbol\Theta\cdot H\mathbf N+(\Delta^2/3)D_4[\mathbf N,\mathbf N,\mathbf N,\boldsymbol\Theta]+O(\Delta^4)$. Subtracting,

$$C'(0)=2\boldsymbol\Theta\cdot\mathbf h+\frac{\Delta^2}{3}D_4[\mathbf N,\mathbf N,\mathbf N,\boldsymbol\Theta]+O(\Delta^4).$$

Thus the rotational force, multiplied by the lever arm $\Delta$, is the exact torque for the summed endpoint energy, but it gives the slope of the force-based curvature only up to $O(\Delta^2)$.

For a unit vector perpendicular to $\mathbf N$, $\boldsymbol\Theta\cdot\mathbf h=\boldsymbol\Theta\cdot\mathbf h_\perp\ge-|\mathbf h_\perp|$. Equality holds for $\boldsymbol\Theta=-\mathbf h_\perp/|\mathbf h_\perp|$, that is,

$$\boldsymbol\Theta=\frac{\mathbf F_{\rm rot}}{|\mathbf F_{\rm rot}|},\qquad C'(0)\simeq-2|\mathbf h_\perp|=-\frac{|\mathbf F_{\rm rot}|}{\Delta}.$$

At leading order in $\Delta$, this is the direction of steepest initial descent of the curvature. It defines the rotation plane used below.

## The angular law

Write $H_{NN}=\mathbf N\cdot H\mathbf N$, $H_{\Theta\Theta}=\boldsymbol\Theta\cdot H\boldsymbol\Theta$ and $H_{N\Theta}=\mathbf N\cdot H\boldsymbol\Theta$, all at the starting orientation. At leading order,

$$C(\varphi)=H_{NN}\cos^2\varphi+H_{\Theta\Theta}\sin^2\varphi+2H_{N\Theta}\sin\varphi\cos\varphi,$$

where the symmetry of $H$ combined the two cross terms. Insert $\cos^2\varphi=(1+\cos2\varphi)/2$, $\sin^2\varphi=(1-\cos2\varphi)/2$ and $2\sin\varphi\cos\varphi=\sin2\varphi$:

$$C(\varphi)=a_0+a_1\cos2\varphi+b_1\sin2\varphi,$$

$$a_0=\frac{H_{NN}+H_{\Theta\Theta}}2,\qquad a_1=\frac{H_{NN}-H_{\Theta\Theta}}2,\qquad b_1=H_{N\Theta}.$$

The constant is the mean curvature in the plane. The period is $\pi$ because half a turn merely exchanges the endpoints.

If $V$ is a polynomial of at most third degree, $D_4$ and all higher derivatives vanish, and the law holds at any dimer length. For a general potential, the correction $(\Delta^2/6)D_4[\mathbf N(\varphi),\dots]$ is a homogeneous quartic polynomial in $\cos\varphi$ and $\sin\varphi$. Each of its terms is a product of two quadratic factors, each containing only a constant, $\cos2\varphi$ and $\sin2\varphi$. The products therefore shift $a_0,a_1,b_1$ by $O(\Delta^2)$ and add terms in $\cos4\varphi$ and $\sin4\varphi$ of the same order.

## Three data fix three coefficients

The slope of the law at zero is $C'(0)=2b_1$. Hence, at leading order,

$$b_1=-\frac{|\mathbf F_{\rm rot}|}{2\Delta}<0 .$$

The initial curvature gives $C(0)=a_0+a_1$. One trial rotation by $\varphi_1$, with new endpoint forces, gives $C(\varphi_1)=a_0+a_1\cos2\varphi_1+b_1\sin2\varphi_1$. Subtracting the second from the first removes $a_0$:

$$C(0)-C(\varphi_1)=a_1(1-\cos2\varphi_1)-b_1\sin2\varphi_1,$$

$$a_1=\frac{C(0)-C(\varphi_1)+b_1\sin2\varphi_1}{1-\cos2\varphi_1},\qquad a_0=C(0)-a_1 .$$

The trial angle must not be a multiple of $\pi$. Since $1-\cos2\varphi_1=2\sin^2\varphi_1$, an error $\delta$ in the curvature difference enters $a_1$ as $\delta/(2\sin^2\varphi_1)$. The factor is 2 at $30^\circ$ but about 66 at $5^\circ$, so a very small trial angle amplifies force noise.

## The optimal angle and its branch

Let $A=\sqrt{a_1^2+b_1^2}>0$ and define $\varphi^*$ by

$$\cos2\varphi^*=-\frac{a_1}{A},\qquad \sin2\varphi^*=-\frac{b_1}{A}.$$

Substituting $a_1=-A\cos2\varphi^*$ and $b_1=-A\sin2\varphi^*$ into the angular law, and using the cosine subtraction formula, gives

$$C(\varphi)=a_0-A\cos[2(\varphi-\varphi^*)].$$

The minimum is now visible:

$$\boxed{\varphi^*=\tfrac12\,\mathrm{atan2}(-b_1,-a_1),\qquad C^*=a_0-\sqrt{a_1^2+b_1^2}}$$

Here atan2 takes the sine-like argument first. Because $b_1<0$, $\sin2\varphi^*>0$ and $0<\varphi^*<90^\circ$.

Setting $C'(\varphi)=0$ gives $\tan2\varphi=b_1/a_1$, which is satisfied by maxima as well as minima. The principal value $\tfrac12\arctan(b_1/a_1)$ has $\cos2\varphi>0$. For $a_1>0$ this means $\cos2\varphi=a_1/A$ and $\sin2\varphi=b_1/A$, so $C=a_0+A$: the maximum. For $a_1<0$ both signs reverse and it gives the minimum. The dangerous case $a_1>0$ is the one in which the dimer starts along the stiffer of the two directions, $H_{NN}>H_{\Theta\Theta}$, and must turn by more than $45^\circ$.

Two limits are useful. If $a_1=0$, the starting directions are equally stiff and $\varphi^*=45^\circ$. Near convergence to the lowest mode, $a_1<0$ and $|b_1|\ll|a_1|$. Expanding the arctangent and the square root, with $|b_1|=|\mathbf h_\perp|$ and $2|a_1|=H_{\Theta\Theta}-H_{NN}$, gives

$$\varphi^*\simeq\frac{|\mathbf h_\perp|}{H_{\Theta\Theta}-H_{NN}},\qquad C^*-C(0)\simeq-\frac{|\mathbf h_\perp|^2}{H_{\Theta\Theta}-H_{NN}} .$$

The angle is linear in the residual and the curvature error is quadratic, so the curvature settles before the direction does.

If $\mathbf F_{\rm rot}=0$, $\boldsymbol\Theta$ is undefined and the code must stop rotating before normalizing it.

## Reusing the trial forces

At leading order $\mathbf h(\varphi)=\cos\varphi\,H\mathbf N+\sin\varphi\,H\boldsymbol\Theta$. The trial value gives $H\boldsymbol\Theta=[\mathbf h(\varphi_1)-\cos\varphi_1\mathbf h(0)]/\sin\varphi_1$. Insert this and collect the coefficient of $\mathbf h(0)$, which is $(\cos\varphi\sin\varphi_1-\sin\varphi\cos\varphi_1)/\sin\varphi_1$:

$$\mathbf h(\varphi)=\frac{\sin(\varphi_1-\varphi)\,\mathbf h(0)+\sin\varphi\,\mathbf h(\varphi_1)}{\sin\varphi_1}.$$

At $\varphi=\varphi^*$ this estimates the next $\mathbf h$ without another pair of force evaluations, with an error of $O(\Delta^2)$; the error in $\mathbf F_{\rm rot}=-2\Delta\,\mathbf h_\perp$ is then $O(\Delta^3)$.

## What one rotation does not achieve

The angle is optimal in one plane, not over all directions. In that plane the Hessian is a $2\times2$ matrix with trace $2a_0$ and determinant $(a_0+a_1)(a_0-a_1)-b_1^2=a_0^2-A^2$. Its eigenvalues are $a_0\pm A$, so $C^*$ is the lower one. Expanding a unit vector in eigenvectors of $H$ with coefficients $c_i$ gives $\mathbf N\cdot H\mathbf N=\sum_i\lambda_ic_i^2\ge\lambda_{\min}$. Hence $C^*$ is an upper bound to the lowest eigenvalue as $\Delta\to0$. A negative value, larger in magnitude than the finite-difference error and the error from force noise, establishes that a negative eigenvalue exists; a positive value does not exclude one. For a free molecule away from a stationary point, that eigenvalue need not belong to a barrier, because a straight Cartesian displacement along a rigid rotation stretches the bonds at second order. In a diatomic with bond length $r$, moving the atoms sideways in opposite directions by $s/\sqrt2$ each lengthens the bond by $s^2/r$, so the curvature is $2V'(r)/r$, which is negative for a compressed bond. Rigid translations and rotations should therefore be projected out of $\mathbf N$ and $\mathbf h_\perp$.

At the minimum the in-plane slope vanishes. Any remaining rotational force is perpendicular to the plane at leading order, and it defines the plane of the next rotation.

The rotational force also vanishes at leading order at every eigenvector, since $H\mathbf N=\lambda\mathbf N$ has no perpendicular part. Moreover, if $\mathbf v$ is the lowest eigenvector and $\mathbf v\cdot\mathbf N=0$, then $\mathbf v\cdot H\mathbf N=\lambda_{\min}\mathbf v\cdot\mathbf N=0$. Neither $\mathbf N$ nor $\boldsymbol\Theta$ then contains $\mathbf v$, and at this order the rotations cannot find it. At finite length, the $O(\Delta^2)$ part of $\mathbf h_\perp$, or force noise, can supply a component along $\mathbf v$. Whether a small component along $\mathbf v$ is enough, whatever its origin, depends on the stopping threshold. Near a higher eigenvector $\mathbf u$ with eigenvalue $\lambda$, the direction $\mathbf N=\mathbf u\cos\eta+\mathbf v\sin\eta$ has $|\mathbf h_\perp|=(\lambda-\lambda_{\min})|\sin\eta\cos\eta|$ at leading order. If this lies below the threshold, the rotation stops near the higher eigenvector. A starting direction should therefore have a sizeable component along the lowest mode.

## Worked example

The model potential, in atomic units with $x,y,z$ in bohr, is

$$V=0.05\cos x+\tfrac12(0.20)(y-0.30x^2)^2+\tfrac12(0.10)z^2+0.03yz+0.02xz .$$

It has a barrier along $x$, a curved valley and two couplings. The midpoint is $(0.30,0.20,-0.10)$ bohr, $\Delta=0.01$ bohr and $\mathbf N=(1,2,2)/3$. Curvatures below are in hartree/bohr$^2$.

The endpoint forces give $\mathbf h=(-0.03135,0.14133,0.09333)$, and therefore

$$C(0)=\frac{-0.03135+2(0.14133)+2(0.09333)}3=0.1460 .$$

This exceeds the analytic $\mathbf N\cdot H\mathbf N$ by $5.4\times10^{-8}$; the one-sided formula differs from it by $-1.2\times10^{-4}$. Both are absolute differences in hartree/bohr$^2$.

The rotational force has magnitude $0.001828$ hartree/bohr, so $b_1=-0.001828/0.02=-0.0914$. A trial rotation of $30^\circ$ gives $C(\varphi_1)=0.0377$. Then

$$a_1=\frac{0.1460-0.0377-0.0914(0.8660)}{0.5}\approx0.058,\qquad a_0\approx0.088 .$$

To five decimals the coefficients are $a_0=0.08780$, $a_1=0.05819$ and $b_1=-0.09140$, so $A=0.10835$ and

$$\varphi^*=\tfrac12\,\mathrm{atan2}(0.09140,-0.05819)=61.24^\circ,\qquad C^*=0.08780-0.10835=-0.02055 .$$

A direct angular scan of the force-based curvature finds the same minimum to within $0.01^\circ$. The plain arctangent gives $-28.76^\circ$, equivalent to $151.24^\circ$, where the scan finds the maximum, $0.1962$. The fourth harmonic has amplitude $4.2\times10^{-7}$, negligible beside $A$.

One rotation has made the curvature negative, but the lowest Hessian eigenvalue is $-0.0703$. The out-of-plane part of $\mathbf h$ is still $0.079$, so the direction is far from converged. Further rotations give $C=-0.0683$ after two and $-0.0702$ after three; ten bring $|\mathbf F_{\rm rot}|$ below $10^{-9}$ hartree/bohr.

The near-convergence estimate can be read from the fourth rotation. Before it, $|\mathbf h_\perp|=6.23\times10^{-5}/0.02=3.1\times10^{-3}$, and the rotation lowers $C$ by $5.4\times10^{-5}$. The implied stiffness difference is $(3.1\times10^{-3})^2/(5.4\times10^{-5})\approx0.18$. This lies between the gaps from the lowest eigenvalue to the other two, $0.167$ and $0.282$, as it should when $\boldsymbol\Theta$ lies almost entirely in the space of the upper modes.

## Choosing the dimer length

The converged curvature lies $4.0\times10^{-6}$ above the lowest eigenvalue. This is a finite-length effect. Convergence means $\mathbf h_\perp=0$, so $(H\mathbf N)_\perp$ is $O(\Delta^2)$ and, for a separated eigenvalue, $\mathbf N$ differs from $\mathbf v$ by $O(\Delta^2)$. The quadratic form $\mathbf N\cdot H\mathbf N$ is stationary at $\mathbf v$ and changes only at $O(\Delta^4)$. What remains is

$$C-\lambda_{\min}=\frac{\Delta^2}{6}D_4[\mathbf v,\mathbf v,\mathbf v,\mathbf v]+O(\Delta^4),$$

whose leading term agrees with the computed shift to the digits given.

A shorter dimer reduces this error but amplifies force noise. If each endpoint force has an error vector of length at most $\varepsilon$, the error in $C$ is at most $2\varepsilon/(2\Delta)=\varepsilon/\Delta$. Minimizing the sum $\varepsilon/\Delta+\Delta^2|D_4|/6$ gives $-\varepsilon/\Delta^2+\Delta|D_4|/3=0$, or

$$\Delta_{\rm opt}=\left(\frac{3\varepsilon}{|D_4|}\right)^{1/3}.$$

The shift above implies $D_4\approx0.24$ hartree/bohr$^4$ along the lowest mode. For an assumed $\varepsilon=10^{-5}$ hartree/bohr, $\Delta_{\rm opt}\approx0.05$ bohr. The noise bound is then $2\times10^{-4}$, against $10^{-3}$ at $\Delta=0.01$ bohr. The shorter dimer suits this example because its forces are exact to rounding; loosely converged electronic-structure forces can call for a longer one.

## Order of operations

1. Compute $\mathbf F_1,\mathbf F_2$, then $\mathbf h$, $C(0)$ and $\mathbf h_\perp$. Stop if $|\mathbf h_\perp|$ is below the threshold.
2. Set $\boldsymbol\Theta=-\mathbf h_\perp/|\mathbf h_\perp|$ and $b_1=-|\mathbf h_\perp|$.
3. Rotate by $\varphi_1$, compute both endpoint forces and obtain $C(\varphi_1)$, using the rotated $\mathbf N$ in the projection.
4. Obtain $a_1$, then $\varphi^*$ from the two-argument arctangent.
5. Replace $\mathbf N$ by $\mathbf N\cos\varphi^*+\boldsymbol\Theta\sin\varphi^*$, with $\mathbf N$ and $\boldsymbol\Theta$ taken before the trial rotation, normalize it against rounding, and repeat with new or interpolated $\mathbf h$. An interpolated $\mathbf h$ carries an $O(\Delta^2)$ error, so a stopping test passed with it should be confirmed with new endpoint forces.

The numerical output below gives the forces and intermediate values to more digits.

## Numbers as computed

```
barrier parameter: 0.05 hartree
valley stiffness: 0.20 hartree/bohr^2
valley bend: 0.30 1/bohr
z stiffness: 0.10 hartree/bohr^2
yz and xz couplings: 0.03, 0.02 hartree/bohr^2
midpoint R: (0.30, 0.20, -0.10) bohr
half length D: 0.01 bohr
N: (0.333333, 0.666667, 0.666667) (no unit)
F at midpoint: (0.02300401, -0.03160000, -0.00200000) hartree/bohr
F1: (0.02331972, -0.03301267, -0.00293333) hartree/bohr
F2: (0.02269275, -0.03018600, -0.00106667) hartree/bohr
h = (F2-F1)/(2D): (-0.031349, 0.141333, 0.093333) hartree/bohr^2
C(0) from forces: 0.145995 hartree/bohr^2
N.H.N from symbolic Hessian: 0.145995 hartree/bohr^2
central-difference error: 5.427e-08 hartree/bohr^2
one-sided error: -1.185e-04 hartree/bohr^2
F_rot: (0.00160027, -0.00088007, 0.00007993) hartree/bohr
|F_rot|: 0.00182806 hartree/bohr
Theta: (0.875397, -0.481423, 0.043725) (no unit)
slope C'(0): -0.182806 hartree/bohr^2 per rad
torque test half length: 0.5 bohr
d(E1+E2)/dphi from energies: -0.0455234 hartree/rad
d(E1+E2)/dphi from forces: -0.0455234 hartree/rad
trial angle: 30.0 degrees
C(trial): 0.037742 hartree/bohr^2
a0, a1, b1 from fit: 0.087804, 0.058191, -0.091403 hartree/bohr^2
a0, a1, b1 from full circle: 0.087803, 0.058192, -0.091402 hartree/bohr^2
fourth-harmonic amplitude: 4.231e-07 hartree/bohr^2
fourth harmonic predicted: 4.231e-07 hartree/bohr^2
optimal angle from formula: 61.241 degrees
optimal angle from scan: 61.242 degrees
C at optimum from formula: -0.020550 hartree/bohr^2
C at optimum from scan: -0.020551 hartree/bohr^2
plain arctan angle: -28.759 degrees
scan maximum: 151.242 degrees, C = 0.196157 hartree/bohr^2
largest error of interpolated h: 7.26e-07 hartree/bohr^2
in-plane part of h after rotation: 1.24e-06 hartree/bohr^2
out-of-plane part of h after rotation: 0.079029 hartree/bohr^2
after 0 rotations: C = 0.145995 hartree/bohr^2, |F_rot| = 1.83e-03 hartree/bohr
after 1 rotations: C = -0.020551 hartree/bohr^2, |F_rot| = 1.58e-03 hartree/bohr
after 2 rotations: C = -0.068340 hartree/bohr^2, |F_rot| = 4.49e-04 hartree/bohr
after 3 rotations: C = -0.070231 hartree/bohr^2, |F_rot| = 6.23e-05 hartree/bohr
after 4 rotations: C = -0.070285 hartree/bohr^2, |F_rot| = 1.28e-05 hartree/bohr
rotations to |F_rot| < 1e-9 hartree/bohr: 10
converged C: -0.070286 hartree/bohr^2
Hessian eigenvalues: (-0.070290, 0.096702, 0.211541) hartree/bohr^2
converged C minus lowest eigenvalue: 4.042e-06 hartree/bohr^2
predicted finite-length shift: 4.042e-06 hartree/bohr^2
converged N: (0.979216, 0.146045, -0.140737) (no unit)
1 - overlap with lowest mode: 1.0e-11 (no unit)
```
